# Equivalent isothermal time of a spike anneal by Laplace's method: a program that tests the result

```python
"""Equivalent isothermal time of a spike anneal with a parabolic maximum.

Result under test: for T(t) = Tp - c t^2/2 and a rate ~ exp(-E/(kB T)),
    t_eq = integral exp[-(E/kB)(1/T - 1/Tp)] dt  ~  Tp sqrt(2 pi kB/(E c)).
E: activation energy (eV), Tp: peak temperature (K), c: curvature (K/s^2),
lam = E/(kB Tp), theta = kB Tp^2/E (K), sigma = sqrt(theta/c) (s).
Growth example: d(x^2)/dt = K(T), x = silicide thickness (nm).
"""
import math
import mpmath as mp
from scipy.constants import k as boltzmann_joule, e as charge
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

KB = boltzmann_joule / charge  # eV/K


def laplace_time(E, Tp, c):
    return Tp * math.sqrt(2 * math.pi * KB / (E * c))


def integrated_time(profile, E, Tp, start, end, scale):
    """Equivalent time at Tp from its definition, by quadrature."""
    def weight(t):
        return math.exp(-(E / KB) * (1 / profile(t) - 1 / Tp))
    points = [p for p in (-4 * scale, -scale, 0.0, scale, 4 * scale)
              if start < p < end]
    return quad(weight, start, end, points=points, limit=400,
                epsabs=1e-13, epsrel=1e-11)[0]


def parabola_time(E, Tp, c, half_window=None):
    if half_window is None:  # practically down to zero temperature
        half_window = 0.999 * math.sqrt(2 * Tp / c)
    sigma = math.sqrt(KB * Tp**2 / (E * c))
    return integrated_time(lambda t: Tp - c * t * t / 2, E, Tp,
                           -half_window, half_window, sigma)


# Leading law, rigorous bounds and special-function form
for lam in (10.0, 20.0, 40.0, 100.0):
    for Tp_test, c_test in ((600.0, 60.0), (1300.0, 400.0)):
        E_test = lam * KB * Tp_test
        ratio = (parabola_time(E_test, Tp_test, c_test)
                 / laplace_time(E_test, Tp_test, c_test))
        assert 1 - 3 / (4 * lam) < ratio < 1
        closed = float(mp.sqrt(lam) * mp.hyperu(0.5, 0, lam))
        assert abs(ratio - closed) < 1e-8

# Coefficients of the first two corrections, at large lam
lam = 400.0
E_test = lam * KB * 600.0
ratio = parabola_time(E_test, 600.0, 60.0) / laplace_time(E_test, 600.0, 60.0)
assert abs(lam * (ratio - 1) + 3 / 4) < 0.005
# the next term shifts this scaled remainder by about 0.01
second_coefficient = lam**2 * (ratio - 1 + 3 / (4 * lam))
assert abs(second_coefficient - 45 / 32) < 0.02

# Worked example: rough values for Ni2Si growth in a low-temperature spike
E, K0, Tp, c = 1.5, 1.5e14, 600.0, 60.0
x0, nickel_film, silicide_per_nickel = 1.0, 10.0, 1.5
half_window, T_ref, drop = 3.0, 550.0, 50.0
lam = E / (KB * Tp)
theta = KB * Tp**2 / E
sigma = math.sqrt(theta / c)
t0 = laplace_time(E, Tp, c)
t_full = parabola_time(E, Tp, c)
t_window = parabola_time(E, Tp, c, half_window)


def diffusion_rate(T):
    return K0 * math.exp(-E / (KB * T))


def spike(t):
    return Tp - c * t * t / 2


# Tail bound and share of the growth near the peak
tail_bound = t0 * math.erfc(half_window / (sigma * math.sqrt(2)))
assert 0 < t_full - t_window < tail_bound
share = parabola_time(E, Tp, c, 2 * sigma) / t_full
assert math.erf(math.sqrt(2)) < share < 1

# Curvature expressed by the width above Tp - drop
width = 2 * brentq(lambda t: spike(t) - (Tp - drop), 0, half_window)
t_from_width = width * math.sqrt(math.pi * theta / (4 * drop))
assert 1 - 3 / (4 * lam) < t_full / t_from_width < 1


def grow(interface_length):
    """Integrate dx/dt = K/(2x + A(T)) through the spike."""
    def slope(t, x):
        T = spike(t)
        return [diffusion_rate(T) / (2 * x[0] + interface_length(T))]
    result = solve_ivp(slope, (-half_window, half_window), [x0],
                       method="DOP853", rtol=1e-10, atol=1e-12, max_step=0.05)
    assert result.success
    return result.y[0, -1]


def hold(A, T, duration):
    """Thickness after an isothermal hold with constant A."""
    total = x0**2 + A * x0 + diffusion_rate(T) * duration
    return -A / 2 + math.sqrt(A * A / 4 + total)


# Growth equation against the equivalent hold, at Tp and at T_ref
K_peak = diffusion_rate(Tp)
x_spike = grow(lambda T: 0.0)
x_laplace = hold(0.0, Tp, t0)
ref_factor = math.exp((E / KB) * (1 / T_ref - 1 / Tp))
assert abs(x_spike - hold(0.0, Tp, t_window)) < 1e-6
assert abs(x_spike - hold(0.0, T_ref, t_window * ref_factor)) < 1e-6
assert 0 < x_laplace - x_spike < 0.02 * x_spike
nickel_used = (x_spike - x0) / silicide_per_nickel
assert nickel_used < nickel_film

# Interface barrier: valid for constant A, broken for a second energy
A_peak, E_interface = 2.0, 2.0
x_same = grow(lambda T: A_peak)
x_hold = hold(A_peak, Tp, t_window)
assert abs(x_same - x_hold) < 1e-6
x_mixed = grow(lambda T: A_peak * math.exp(
    (E_interface - E) / KB * (1 / T - 1 / Tp)))
assert x_hold - x_mixed > 1e-3

# Sharp corner between two linear ramps
up, down = 150.0, 75.0


def corner(t):
    return Tp + up * t if t < 0 else Tp - down * t


t_corner = integrated_time(corner, E, Tp, -0.999 * Tp / up,
                           0.999 * Tp / down, theta / up)
corner_law = theta * (1 / up + 1 / down)
assert 1 - 2 / lam < t_corner / corner_law < 1


def skewed(t, cooling, lib=math):
    """Smooth peak with curvature c and linear far flanks."""
    s = up * cooling / c
    mix = (cooling * lib.exp(-up * t / s) + up * lib.exp(cooling * t / s))
    return Tp - s * lib.log(mix / (up + cooling))


def skew_terms(cooling, energy):
    """Three parts of the first relative correction."""
    d2, b, d = [float(mp.diff(lambda t: skewed(t, cooling, mp), 0, n))
                for n in (2, 3, 4)]
    assert abs(d2 + c) < 1e-6
    th = KB * Tp**2 / energy
    return (-3 * KB * Tp / (4 * energy), th * d / (8 * c**2),
            5 * th * b**2 / (24 * c**3))


def skewed_time(cooling, energy):
    width_scale = math.sqrt(KB * Tp**2 / (energy * c))
    return integrated_time(lambda t: skewed(t, cooling), energy, Tp,
                           -3.0, 5.0, width_scale)


for cooling in (150.0, 75.0, 40.0):
    E_large = 400 * E  # isolates the first correction
    lam_large = E_large / (KB * Tp)
    measured = lam_large * (skewed_time(cooling, E_large)
                            / laplace_time(E_large, Tp, c) - 1)
    predicted = lam_large * sum(skew_terms(cooling, E_large))
    # neglected terms are of relative order 1/lam_large
    assert abs(measured - predicted) < 0.02

terms = skew_terms(down, E)
t_skewed = skewed_time(down, E)

# Peak-temperature error
offset = 5.0
dose_ratio = (diffusion_rate(Tp + offset) * parabola_time(E, Tp + offset, c)
              / (K_peak * t_full))
x_hot = math.sqrt(x0**2 + dose_ratio * K_peak * t_full)

print(f"Activation energy E = {E:.2f} eV (rough)")
print(f"Growth prefactor K0 = {K0:.2e} nm^2/s (rough)")
print(f"Peak temperature Tp = {Tp:.0f} K")
print(f"Curvature c = {c:.0f} K/s^2")
print(f"Initial silicide thickness = {x0:.1f} nm")
print(f"Boltzmann constant = {KB:.6e} eV/K")
print(f"lam = E/(kB Tp) = {lam:.3f} (no unit)")
print(f"theta = kB Tp^2/E = {theta:.3f} K")
print(f"Gaussian width sigma = {sigma:.4f} s")
print(f"Laplace equivalent time t0 = {t0:.4f} s")
print(f"Integrated equivalent time, parabola = {t_full:.4f} s")
print(f"Ratio integrated/Laplace = {t_full / t0:.5f} (no unit)")
print(f"Lower bound 1 - 3/(4 lam) = {1 - 3 / (4 * lam):.5f} (no unit)")
two_terms = 1 - 3 / (4 * lam) + 45 / (32 * lam**2)
print(f"Series with two corrections = {two_terms:.5f} (no unit)")
print(f"Scaled second correction at lam=400 = {second_coefficient:.4f}")
print(f"Half window of spike = {half_window:.1f} s")
print(f"Temperature at window edge = {spike(half_window):.0f} K")
print(f"Bound on time lost in tails = {tail_bound:.2e} s")
print(f"Growth share within 2 sigma = {100 * share:.2f} %")
print(f"Temperature drop at 2 sigma = {Tp - spike(2 * sigma):.2f} K")
print(f"Width above Tp - {drop:.0f} K = {width:.4f} s")
print(f"K at peak = {K_peak:.3f} nm^2/s")
print(f"Final thickness, growth equation = {x_spike:.3f} nm")
print(f"Final thickness, Laplace time = {x_laplace:.3f} nm")
print(f"Reference temperature = {T_ref:.0f} K")
print(f"Time factor to reference = {ref_factor:.3f} (no unit)")
print(f"Laplace time at reference = {t0 * ref_factor:.2f} s")
print(f"Heating and cooling flanks = {up:.0f}, {down:.0f} K/s")
print(f"Arrhenius curvature correction = {100 * terms[0]:.2f} %")
print(f"Quartic profile correction = {100 * terms[1]:.2f} %")
print(f"Cubic profile correction = {100 * terms[2]:.2f} %")
print(f"Sum of first corrections = {100 * sum(terms):.2f} %")
print(f"Integrated time, skewed peak = {t_skewed:.4f} s")
print(f"Skewed peak relative to t0 = {100 * (t_skewed / t0 - 1):.2f} %")
print(f"Sharp corner, leading law = {corner_law:.4f} s")
print(f"Sharp corner, integrated = {t_corner:.4f} s")
print(f"Peak-temperature error = {offset:.0f} K")
print(f"Change of K*t_eq from it = {100 * (dose_ratio - 1):.1f} %")
print(f"Thickness with hotter peak = {x_hot:.3f} nm")
print(f"Assumed interface length at peak = {A_peak:.1f} nm")
print(f"Assumed interface energy = {E_interface:.1f} eV")
print(f"Thickness, constant interface length = {x_same:.3f} nm")
print(f"Thickness, second activation energy = {x_mixed:.3f} nm")
print(f"Nickel film = {nickel_film:.1f} nm")
print(f"Ni2Si per Ni thickness = {silicide_per_nickel:.1f} (rough)")
print(f"Nickel consumed = {nickel_used:.2f} nm")
print("all tests passed")
```

Running it gives:

```
Activation energy E = 1.50 eV (rough)
Growth prefactor K0 = 1.50e+14 nm^2/s (rough)
Peak temperature Tp = 600 K
Curvature c = 60 K/s^2
Initial silicide thickness = 1.0 nm
Boltzmann constant = 8.617333e-05 eV/K
lam = E/(kB Tp) = 29.011 (no unit)
theta = kB Tp^2/E = 20.682 K
Gaussian width sigma = 0.5871 s
Laplace equivalent time t0 = 1.4717 s
Integrated equivalent time, parabola = 1.4359 s
Ratio integrated/Laplace = 0.97567 (no unit)
Lower bound 1 - 3/(4 lam) = 0.97415 (no unit)
Series with two corrections = 0.97582 (no unit)
Scaled second correction at lam=400 = 1.3961
Half window of spike = 3.0 s
Temperature at window edge = 330 K
Bound on time lost in tails = 4.75e-07 s
Growth share within 2 sigma = 96.62 %
Temperature drop at 2 sigma = 41.36 K
Width above Tp - 50 K = 2.5820 s
K at peak = 37.726 nm^2/s
Final thickness, growth equation = 7.428 nm
Final thickness, Laplace time = 7.518 nm
Reference temperature = 550 K
Time factor to reference = 13.977 (no unit)
Laplace time at reference = 20.57 s
Heating and cooling flanks = 150, 75 K/s
Arrhenius curvature correction = -2.59 %
Quartic profile correction = 2.07 %
Cubic profile correction = 1.15 %
Sum of first corrections = 0.63 %
Integrated time, skewed peak = 1.4783 s
Skewed peak relative to t0 = 0.45 %
Sharp corner, leading law = 0.4136 s
Sharp corner, integrated = 0.3877 s
Peak-temperature error = 5 K
Change of K*t_eq from it = 28.1 %
Thickness with hotter peak = 8.391 nm
Assumed interface length at peak = 2.0 nm
Assumed interface energy = 2.0 eV
Thickness, constant interface length = 6.627 nm
Thickness, second activation energy = 6.471 nm
Nickel film = 10.0 nm
Ni2Si per Ni thickness = 1.5 (rough)
Nickel consumed = 4.29 nm
all tests passed
```
